# The averaged Green's function does not decide localization: the Lloyd chain: test program

```python
"""
Lloyd chain: H = H0 + sum_n eps_n |n><n|, H0 = nearest-neighbour hopping 'hop',
eps_n independent Cauchy variables of half-width gamma.
Result under test: the averaged Green's function is (z + i gamma - H0)^(-1),
the same as for a clean chain with ONE common Cauchy shift (extended states),
although every state of the Lloyd chain is localized with inverse length
lam = ln|w|, where w + 1/w = (E + i gamma)/hop and |w| > 1.
Units: energy in hop, time in hbar/hop, length in lattice sites.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.special import j0
from scipy.stats import kstest

hop, gamma = 1.0, 0.5
rng = np.random.default_rng(2024)


def root_w(z):
    x = z / hop
    s = np.sqrt(x * x - 4 + 0j)
    return max((x + s) / 2, (x - s) / 2, key=abs)


def ring(n):
    one = np.eye(n)
    return hop * (np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0))


def mean_se(values):
    v = np.asarray(values)
    return v.mean(axis=0), v.std(axis=0, ddof=1) / np.sqrt(len(v))


def cauchy_grid(m):
    # equal-probability midpoint nodes of the Cauchy distribution
    return gamma * np.tan(np.pi * ((np.arange(m) + 0.5) / m - 0.5))


print(f"hopping = {hop:.1f} hop, half-width gamma = {gamma:.2f} hop")

# Self-energy by direct disorder quadrature on a three-site ring
z = 0.3 + 1.0j
H3, I3 = ring(3), np.eye(3)
nodes = cauchy_grid(60)
pairs = np.array(np.meshgrid(nodes, nodes, indexing="ij")).reshape(2, -1).T
G_site = np.zeros((3, 3), complex)
for e0 in nodes:
    mats = np.tile(z * I3 - H3, (len(pairs), 1, 1)).astype(complex)
    mats[:, 0, 0] -= e0
    mats[:, 1, 1] -= pairs[:, 0]
    mats[:, 2, 2] -= pairs[:, 1]
    G_site += np.linalg.inv(mats).mean(axis=0) / len(nodes)
G_shift = np.mean([np.linalg.inv((z - e) * I3 - H3)
                   for e in cauchy_grid(400)], axis=0)
print(f"three-site ring at z = {z.real:.1f} + {z.imag:.1f}i hop")
for name, G in (("independent sites", G_site), ("common shift", G_shift)):
    sigma = z * I3 - H3 - np.linalg.inv(G)
    off = np.abs(sigma - np.diag(np.diag(sigma))).max()
    assert np.abs(sigma + 1j * gamma * I3).max() < 1e-7
    print(f"self-energy, {name}: Im = {sigma[0, 0].imag:.6f} hop, "
          f"largest off-diagonal below 1e-7: {off < 1e-7}")

# Spatial form of the averaged Green's function on a long open chain
n_long = 401
H_long = hop * (np.eye(n_long, k=1) + np.eye(n_long, k=-1))
mid = n_long // 2
for E in (0.0, 1.0):
    source = np.zeros(n_long, complex)
    source[mid] = 1
    column = np.linalg.solve((E + 1j * gamma) * np.eye(n_long) - H_long, source)
    w = root_w(E + 1j * gamma)
    dist = np.arange(41)
    formula = w ** (-dist.astype(float)) / (hop * (w - 1 / w))
    assert np.allclose(column[mid:mid + 41], formula, atol=1e-11)
    if E == 0.0:
        g = np.abs(column[mid:mid + 41])
        print(f"E=0: |<G_0n>| at n=0,10,20 = {g[0]:.5f}, {g[10]:.5f}, "
              f"{g[20]:.6f} 1/hop")
        print(f"E=0: decay rate of |<G_0n>| = {np.log(g[10] / g[20]) / 10:.5f}"
              " per site")

# Lyapunov exponent from products of random transfer matrices


def growth(E, chains=4000, steps=1500, burn=100):
    a, b = np.ones(chains), np.zeros(chains)
    logs = np.zeros(chains)
    for n in range(steps):
        eps = gamma * rng.standard_cauchy(chains)
        a, b = (E - eps) / hop * a - b, a
        size = np.hypot(a, b)
        a, b = a / size, b / size
        if n >= burn:
            logs += np.log(size)
    return (*mean_se(logs / (steps - burn)), a / b)


for E in (0.0, 1.0, 3.0):
    w = root_w(E + 1j * gamma)
    lam = np.log(abs(w))
    ze = E + 1j * gamma
    closed = np.arccosh((abs(ze - 2 * hop) + abs(ze + 2 * hop)) / (4 * hop))
    rate, err, ratios = growth(E)
    assert w.imag > 0 and lam > 0 and abs(closed - lam) < 1e-12
    assert abs(rate - lam) < 5 * err and err < 0.002
    ks = kstest(ratios, "cauchy", args=(w.real, w.imag)).statistic
    assert ks < 2.3 / np.sqrt(len(ratios))
    print(f"E={E:.0f} hop: w = {w.real:.4f} + {w.imag:.4f}i, "
          f"lambda = {lam:.5f} per site, length = {1 / lam:.3f} sites")
    print(f"   transfer matrices: {rate:.5f} +- {err:.5f} per site")

    # Clean exponent averaged over a common shift: energies outside the band
    def outside(u, weight):
        x = 2 * hop * np.cosh(u)
        p = sum(gamma / np.pi / ((E + s * x) ** 2 + gamma ** 2) for s in (1, -1))
        return weight(u) * p * 2 * hop * np.sinh(u)
    mean_clean = quad(outside, 0, 40, args=(lambda u: u,), limit=300)[0]
    p_out = quad(outside, 0, 40, args=(lambda u: 1.0,), limit=300)[0]
    assert abs(mean_clean - lam) < 1e-6
    print(f"   common shift: mean clean exponent {mean_clean:.5f} per site, "
          f"P(E in band) = {1 - p_out:.4f}")

# Decay of true eigenstates: for an open chain the product of the two end
# amplitudes of state a is hop^(N-1) / prod_(b != a) |E_a - E_b|
lam0 = np.log(abs(root_w(1j * gamma)))
end_logs = {}
for n in (200, 400):
    per_sample = []
    for _ in range(250):
        ev = eigvalsh_tridiagonal(gamma * rng.standard_cauchy(n),
                                  hop * np.ones(n - 1), lapack_driver="sterf")
        picked = np.flatnonzero(np.abs(ev) < 0.25)
        if len(picked) == 0:
            continue
        gaps = np.abs(ev[picked, None] - ev[None, :])
        gaps[np.arange(len(picked)), picked] = 1.0
        per_sample.append(np.mean(np.log(gaps).sum(axis=1)
                                  - (n - 1) * np.log(hop)))
    end_logs[n] = mean_se(per_sample)
slope = (end_logs[400][0] - end_logs[200][0]) / 200
slope_err = np.hypot(end_logs[400][1], end_logs[200][1]) / 200
assert abs(slope - lam0) < 5 * slope_err and slope_err < 0.03
print(f"eigenstates with |E|<0.25 hop: decay rate {slope:.4f} +- "
      f"{slope_err:.4f} per site")

# Two-Green's-function measure of localization on a fixed five-site chain
H5 = np.diag([0.7, -0.4, 0.1, 1.2, -0.9]) + hop * (np.eye(5, k=1) + np.eye(5, k=-1))
ev5, vec5 = np.linalg.eigh(H5)
p5 = vec5[2] ** 2
eta, step = 0.002, 0.001
energy = np.arange(-50, 50, step)
G22 = sum(p / (energy + 1j * eta - e) for p, e in zip(p5, ev5))
measure = eta / np.pi * np.sum(np.abs(G22) ** 2) * step
assert abs(measure - np.sum(p5 ** 2)) < 1e-3
print(f"five sites, eta={eta} hop: (eta/pi) int |G|^2 dE = {measure:.4f}, "
      f"sum |psi|^4 = {np.sum(p5 ** 2):.4f}")

# Time evolution: averaged amplitude versus averaged probability
short_times, long_times = (1.0, 2.0), (10.0, 20.0, 40.0)


def ring_distance2(n):
    d = np.abs(np.arange(n)[:, None] - np.arange(n)[None, :])
    return np.minimum(d, n - d) ** 2.0


def evolve(ev, vec, time, d2):
    U = (vec * np.exp(-1j * ev * time)) @ vec.T
    prob = np.abs(U) ** 2
    return np.trace(prob) / len(ev), np.sum(d2 * prob) / len(ev)


amp, moving, counts, plateau = [], [], [], {200: [], 400: []}
for n, samples in ((200, 80), (400, 24)):
    base, d2 = ring(n), ring_distance2(n)
    for _ in range(samples):
        ev, vec = np.linalg.eigh(base + np.diag(gamma * rng.standard_cauchy(n)))
        P = vec ** 2
        plateau[n].append([np.sum(P ** 2) / n, np.sum(d2 * (P @ P.T)) / n])
        if n == 200:
            amp.append([np.mean(np.exp(-1j * ev * s)) for s in short_times])
            moving.append([evolve(ev, vec, s, d2) for s in long_times])
            counts.append(np.mean(np.abs(ev) < 0.5))

density = lambda E: -(1 / (hop * (root_w(E + 1j * gamma)
                                  - 1 / root_w(E + 1j * gamma)))).imag / np.pi
weight = quad(density, -0.5, 0.5)[0]
frac, frac_err = mean_se(counts)
assert abs(frac - weight) < 5 * frac_err
print(f"averaged density of states at E=0: {density(0.0):.5f} per hop per site")
print(f"share of states |E|<0.5 hop: from <G> {weight:.4f}, "
      f"counted {frac:.4f} +- {frac_err:.4f}")

amp = np.array(amp)
for i, s in enumerate(short_times):
    damping = quad(lambda e: 2 * gamma / np.pi / (e * e + gamma ** 2), 0, np.inf,
                   weight="cos", wvar=s)[0]
    assert abs(damping - np.exp(-gamma * s)) < 1e-6
    exact = j0(2 * hop * s) * np.exp(-gamma * s)
    re, re_err = mean_se(amp[:, i].real)
    im, im_err = mean_se(amp[:, i].imag)
    assert abs(re - exact) < 5 * re_err and abs(im) < 5 * im_err
    print(f"time {s:.0f} hbar/hop: mean amplitude, Lloyd samples {re:.4f} +- "
          f"{re_err:.4f}, formula {exact:.4f}")

clean_ev, clean_vec = np.linalg.eigh(ring(200))
mov, mov_err = mean_se(moving)
for i, s in enumerate(long_times):
    ret, msd = evolve(clean_ev, clean_vec, s, ring_distance2(200))
    assert abs(ret - j0(2 * hop * s) ** 2) < 1e-8
    assert abs(msd / (2 * hop ** 2 * s ** 2) - 1) < 1e-6
    print(f"time {s:.0f} hbar/hop: return probability Lloyd {mov[i, 0]:.4f} +- "
          f"{mov_err[i, 0]:.4f}, common shift {ret:.5f}")
    print(f"   mean-square displacement Lloyd {mov[i, 1]:.2f} +- "
          f"{mov_err[i, 1]:.2f}, common shift {msd:.1f} sites^2")

small, small_err = mean_se(plateau[200])
large, large_err = mean_se(plateau[400])
assert np.all(np.abs(small - large) < 5 * np.hypot(small_err, large_err))
assert abs(mov[2, 0] / small[0] - 1) < 0.2
assert mov[2, 1] / mov[1, 1] < 1.5 and 0.5 < mov[2, 1] / small[1] < 1.2
for n, val, err in ((200, small, small_err), (400, large, large_err)):
    print(f"Lloyd ring N={n}, infinite-time average: return {val[0]:.4f} +- "
          f"{err[0]:.4f}, spread {val[1]:.2f} +- {err[1]:.2f} sites^2")

# Extended comparison: inverse participation ratio of clean open chains
for n in (200, 400):
    _, vec = np.linalg.eigh(hop * (np.eye(n, k=1) + np.eye(n, k=-1)))
    ipr = np.mean(np.sum(vec ** 4, axis=0))
    assert abs(ipr * 2 * (n + 1) / 3 - 1) < 1e-8
    print(f"common shift, open chain N={n}: mean sum |psi|^4 = {ipr:.5f}")

print("done: every assertion held")
```

Printed output:

```
hopping = 1.0 hop, half-width gamma = 0.50 hop
three-site ring at z = 0.3 + 1.0i hop
self-energy, independent sites: Im = -0.500000 hop, largest off-diagonal below 1e-7: True
self-energy, common shift: Im = -0.500000 hop, largest off-diagonal below 1e-7: True
E=0: |<G_0n>| at n=0,10,20 = 0.48507, 0.04084, 0.003438 1/hop
E=0: decay rate of |<G_0n>| = 0.24747 per site
E=0 hop: w = 0.0000 + 1.2808i, lambda = 0.24747 per site, length = 4.041 sites
   transfer matrices: 0.24767 +- 0.00029 per site
   common shift: mean clean exponent 0.24747 per site, P(E in band) = 0.8440
E=1 hop: w = 0.6371 + 1.1618i, lambda = 0.28140 per site, length = 3.554 sites
   transfer matrices: 0.28151 +- 0.00031 per site
   common shift: mean clean exponent 0.28140 per site, P(E in band) = 0.7998
E=3 hop: w = 2.6384 + 0.5794i, lambda = 0.99373 per site, length = 1.006 sites
   transfer matrices: 0.99411 +- 0.00033 per site
   common shift: mean clean exponent 0.99373 per site, P(E in band) = 0.1159
eigenstates with |E|<0.25 hop: decay rate 0.2551 +- 0.0050 per site
five sites, eta=0.002 hop: (eta/pi) int |G|^2 dE = 0.3343, sum |psi|^4 = 0.3343
averaged density of states at E=0: 0.15440 per hop per site
share of states |E|<0.5 hop: from <G> 0.1557, counted 0.1556 +- 0.0013
time 1 hbar/hop: mean amplitude, Lloyd samples 0.1369 +- 0.0022, formula 0.1358
time 2 hbar/hop: mean amplitude, Lloyd samples -0.1454 +- 0.0030, formula -0.1461
time 10 hbar/hop: return probability Lloyd 0.3062 +- 0.0039, common shift 0.02790
   mean-square displacement Lloyd 19.02 +- 0.54, common shift 200.0 sites^2
time 20 hbar/hop: return probability Lloyd 0.3076 +- 0.0043, common shift 0.00005
   mean-square displacement Lloyd 23.17 +- 0.78, common shift 800.0 sites^2
time 40 hbar/hop: return probability Lloyd 0.3067 +- 0.0037, common shift 0.00486
   mean-square displacement Lloyd 25.91 +- 0.89, common shift 3200.0 sites^2
Lloyd ring N=200, infinite-time average: return 0.3064 +- 0.0034, spread 29.57 +- 1.14 sites^2
Lloyd ring N=400, infinite-time average: return 0.3147 +- 0.0040, spread 28.41 +- 1.18 sites^2
common shift, open chain N=200: mean sum |psi|^4 = 0.00746
common shift, open chain N=400: mean sum |psi|^4 = 0.00374
done: every assertion held
```
